# Analytic Nuclear Gradient of a Closed-Shell Global Hybrid Functional: a numerical check

```python
"""Analytic nuclear gradient of a closed-shell global hybrid functional.

Result under test, for a coordinate x of nucleus A:
  dE/dx = sum P h^x + sum Gamma (mn|ls)^x - sum W S^x + Exc^(x) + Vnn^x
  Gamma_mnls = P_mn P_ls / 2 - a (P_ml P_ns + P_ms P_nl) / 8
P: density matrix, h: core Hamiltonian, S: overlap, a: exact-exchange
fraction, W = 2 sum_i eps_i C_i C_i^T: energy-weighted density matrix,
Exc^(x): derivative of the semilocal quadrature at fixed P, with moving
points and weights. Hartree atomic units are used throughout.
The reference side is numerical differentiation of re-converged energies.
"""
import numpy as np
from scipy import constants
from pyscf import gto, scf, dft
from pyscf.dft import libxc

SYMBOLS = ["O", "H", "H"]
BASIS = "6-31g*"
COARSE = (40, 12, 24)   # radial, polar and azimuthal point numbers
FINE = (60, 18, 36)
MAX_RADIUS = 12.0       # bohr; fixed cut, so the energy stays smooth
SECOND = [[4, 5, 6], [5, 7, 8], [6, 8, 9]]  # order of second derivatives


def atomic_grid(size):
    """Points relative to a nucleus and their volume weights."""
    n_radial, n_polar, n_azimuth = size
    angle = np.pi * np.arange(1, n_radial + 1) / (n_radial + 1)
    x = np.cos(angle)
    radius = (1 + x) / (1 - x)
    radial_weight = (np.pi / (n_radial + 1) * np.sin(angle)
                     * 2 / (1 - x)**2 * radius**2)
    keep = radius < MAX_RADIUS
    radius, radial_weight = radius[keep], radial_weight[keep]
    cosine, polar_weight = np.polynomial.legendre.leggauss(n_polar)
    phi = 2 * np.pi * (np.arange(n_azimuth) + 0.5) / n_azimuth
    sine = np.sqrt(1 - cosine**2)
    direction = np.stack([np.outer(sine, np.cos(phi)),
                          np.outer(sine, np.sin(phi)),
                          np.outer(cosine, np.ones(n_azimuth))], axis=-1)
    direction = direction.reshape(-1, 3)
    solid = np.repeat(polar_weight * 2 * np.pi / n_azimuth, n_azimuth)
    offsets = (radius[:, None, None] * direction[None]).reshape(-1, 3)
    return offsets, np.outer(radial_weight, solid).ravel()


def quadrature(coords, size):
    """Becke-partitioned grid; also accepts complex nuclear coordinates."""
    offsets, volumes = atomic_grid(size)
    natm = len(coords)
    points, weights = [], []
    for owner in range(natm):
        r = coords[owner] + offsets
        dist = [np.sqrt(((r - c)**2).sum(axis=1)) for c in coords]
        cells = []
        for b in range(natm):
            cell = 1.0
            for c in range(natm):
                if c == b:
                    continue
                separation = np.sqrt(((coords[b] - coords[c])**2).sum())
                mu = (dist[b] - dist[c]) / separation
                for _ in range(3):
                    mu = 1.5 * mu - 0.5 * mu * mu * mu
                cell = cell * 0.5 * (1 - mu)
            cells.append(cell)
        points.append(r)
        weights.append(volumes * cells[owner] / sum(cells))
    return np.vstack(points), np.hstack(weights)


class System:
    """Integrals and quadrature at one geometry."""

    def __init__(self, coords, size=COARSE):
        self.coords, self.size = coords, size
        self.mol = gto.M(atom=[(s, tuple(c)) for s, c in zip(SYMBOLS, coords)],
                         unit="Bohr", basis=BASIS, verbose=0)
        n = self.mol.nao_nr()
        self.overlap = self.mol.intor("int1e_ovlp")
        self.core = self.mol.intor("int1e_kin") + self.mol.intor("int1e_nuc")
        self.eri = self.mol.intor("int2e").reshape((n,) * 4)
        self.points, self.weights = quadrature(coords, size)
        self.ao = self.mol.eval_gto("GTOval_sph_deriv1", self.points)

    def semilocal(self, P, a):
        """Density with gradient, energy density and its derivatives."""
        half = self.ao[0] @ P
        rho = np.array([np.einsum("gm,gm->g", half, f) for f in self.ao])
        rho[1:] *= 2
        exc, vxc = libxc.eval_xc(f"{1 - a}*PBE,PBE", rho, spin=0, deriv=1)[:2]
        return rho, rho[0] * exc, vxc[0], vxc[1]

    def energy_and_fock(self, P, a):
        """Energy parts (core, Coulomb, exchange, semilocal, nuclei), Fock."""
        J = np.einsum("mnls,ls->mn", self.eri, P)
        K = np.einsum("mlns,ls->mn", self.eri, P)
        rho, f, vrho, vsigma = self.semilocal(P, a)
        w = self.weights
        b = self.ao[0] * (0.5 * w * vrho)[:, None]
        for k in (1, 2, 3):
            b += self.ao[k] * (2 * w * vsigma * rho[k])[:, None]
        V = self.ao[0].T @ b
        parts = np.array([np.sum(P * self.core), 0.5 * np.sum(P * J),
                          -0.25 * a * np.sum(P * K), w @ f,
                          self.mol.energy_nuc()])
        return parts, self.core + J - 0.5 * a * K + V + V.T


def solve(system, a, P):
    """Self-consistent solution with extrapolation of the Fock matrix."""
    S = system.overlap
    s, U = np.linalg.eigh(S)
    X = (U / np.sqrt(s)) @ U.T
    nocc = system.mol.nelectron // 2
    focks, errors = [], []
    for iteration in range(60):
        parts, F = system.energy_and_fock(P, a)
        error = X @ (F @ P @ S - S @ P @ F) @ X
        converged = iteration > 0 and np.abs(error).max() < 1e-9
        mixed = F
        if not converged:
            focks, errors = (focks + [F])[-6:], (errors + [error])[-6:]
            m = len(focks)
            if m > 1:
                B = np.array([[np.sum(p * q) for q in errors] for p in errors])
                A = np.ones((m + 1, m + 1))
                A[:m, :m] = B / B.max()
                A[m, m] = 0
                c = np.linalg.solve(A, np.eye(m + 1)[m])[:m]
                mixed = sum(ci * Fi for ci, Fi in zip(c, focks))
        eps, C = np.linalg.eigh(X @ mixed @ X)
        C = X @ C[:, :nocc]
        if converged:
            W = 2 * (C * eps[:nocc]) @ C.T
            return parts, P, F, W
        P = 2 * C @ C.T
    raise AssertionError("self-consistent field did not converge")


def semilocal_gradient(system, P, a):
    """Basis-function part and grid response of the semilocal derivative."""
    mol, w, natm = system.mol, system.weights, system.mol.natm
    rho, f, vrho, vsigma = system.semilocal(P, a)
    ao = mol.eval_gto("GTOval_sph_deriv2", system.points)
    X = [ao[k] @ P for k in range(4)]
    pull = np.zeros((natm, 3, len(w)))
    for atom, (p, q) in enumerate(mol.aoslice_by_atom()[:, 2:4]):
        for i in range(3):
            d_rho = 2 * np.sum(ao[1 + i][:, p:q] * X[0][:, p:q], axis=1)
            term = vrho * d_rho
            for j in range(3):
                d_grad = 2 * np.sum(ao[SECOND[i][j]][:, p:q] * X[0][:, p:q]
                                    + ao[1 + i][:, p:q] * X[1 + j][:, p:q],
                                    axis=1)
                term = term + 2 * vsigma * rho[1 + j] * d_grad
            pull[atom, i] = w * term
    basis_part = -pull.sum(axis=2)
    moving_points = pull.sum(axis=0).reshape(3, natm, -1).sum(axis=2).T
    moving_weights = np.zeros((natm, 3))
    tiny = 1e-20
    for atom in range(natm):
        for i in range(3):
            shifted = system.coords.astype(complex)
            shifted[atom, i] += 1j * tiny
            slope = quadrature(shifted, system.size)[1].imag / tiny
            moving_weights[atom, i] = slope @ f
    return basis_part, moving_points + moving_weights


def analytic_gradient(system, a, P, W):
    """All gradient terms, each an array (atom, axis)."""
    mol, n = system.mol, system.mol.nao_nr()
    d_core = -(mol.intor("int1e_ipkin") + mol.intor("int1e_ipnuc"))
    d_overlap = -mol.intor("int1e_ipovlp")
    d_eri = -mol.intor("int2e_ip1").reshape((3,) + (n,) * 4)
    gamma_coulomb = 0.5 * np.einsum("mn,ls->mnls", P, P)
    gamma_exchange = -a / 8 * (np.einsum("ml,ns->mnls", P, P)
                               + np.einsum("ms,nl->mnls", P, P))
    names = ["core", "coulomb", "exchange", "nuclei", "pulay"]
    terms = {name: np.zeros((mol.natm, 3)) for name in names}
    Z = mol.atom_charges()
    for A, (p, q) in enumerate(mol.aoslice_by_atom()[:, 2:4]):
        with mol.with_rinv_at_nucleus(A):
            inverse = mol.intor("int1e_iprinv")
        terms["core"][A] = (
            2 * np.einsum("xmn,mn->x", d_core[:, p:q], P[p:q])
            - 2 * Z[A] * np.einsum("xmn,mn->x", inverse, P))
        terms["coulomb"][A] = 4 * np.einsum(
            "xmnls,mnls->x", d_eri[:, p:q], gamma_coulomb[p:q])
        terms["exchange"][A] = 4 * np.einsum(
            "xmnls,mnls->x", d_eri[:, p:q], gamma_exchange[p:q])
        terms["pulay"][A] = -2 * np.einsum(
            "xmn,mn->x", d_overlap[:, p:q], W[p:q])
        for B in range(mol.natm):
            if B != A:
                d = system.coords[A] - system.coords[B]
                terms["nuclei"][A] -= Z[A] * Z[B] * d / np.linalg.norm(d)**3
    terms["semilocal"], terms["grid"] = semilocal_gradient(system, P, a)
    return terms, d_eri


STEP = 0.005  # bohr
STENCIL = {-2: 1 / (12 * STEP), -1: -8 / (12 * STEP),
           1: 8 / (12 * STEP), 2: -1 / (12 * STEP)}


def displaced(coords, atom, axis, k):
    moved = coords.copy()
    moved[atom, axis] += k * STEP
    return System(moved)


# Water with one long and one short bond, in the xy plane
bond_1, bond_2, angle_deg = 1.90, 1.75, 100.0
theta = np.radians(angle_deg)
unit_1 = np.array([1.0, 0.0, 0.0])
unit_2 = np.array([np.cos(theta), np.sin(theta), 0.0])
coords = np.array([np.zeros(3), bond_1 * unit_1, bond_2 * unit_2])
fraction = 0.25

reference = System(coords)
guess = np.array(scf.RHF(reference.mol).get_init_guess())
parts0, P0, F0, W0 = solve(reference, fraction, guess)
terms, d_eri = analytic_gradient(reference, fraction, P0, W0)
gradient = sum(terms.values())

# The orbital-invariant form of the energy-weighted density matrix
assert np.abs(W0 - 0.5 * P0 @ F0 @ P0).max() < 1e-6

# Derivatives on the four centres of every integral add up to zero
four_centres = (d_eri + d_eri.transpose(0, 2, 1, 3, 4)
                + d_eri.transpose(0, 3, 4, 1, 2)
                + d_eri.transpose(0, 3, 4, 2, 1))
integral_sum = np.abs(four_centres).max()
assert integral_sum < 1e-8

# A common shift of all nuclei leaves the energy unchanged
force_sum = np.abs(gradient.sum(axis=0)).max()
assert force_sum < 1e-7
assert np.abs(gradient[:, 2]).max() < 1e-7

# These four coordinates and translation fix all six in-plane components.
# The tolerance covers difference-formula and self-consistency errors.
tested = [(0, 0), (0, 1), (1, 0), (2, 1)]
error_total = error_pulay = 0.0
error_parts = np.zeros(5)
numerical = {}
for atom, axis in tested:
    slope, response, frozen_slope = 0.0, 0.0, np.zeros(5)
    for k, c in STENCIL.items():
        system = displaced(coords, atom, axis, k)
        frozen_slope += c * system.energy_and_fock(P0, fraction)[0]
        parts, P, _, _ = solve(system, fraction, P0)
        slope += c * parts.sum()
        response += c * np.sum(F0 * P)
    expected = np.array([terms["core"][atom, axis],
                         terms["coulomb"][atom, axis],
                         terms["exchange"][atom, axis],
                         terms["semilocal"][atom, axis]
                         + terms["grid"][atom, axis],
                         terms["nuclei"][atom, axis]])
    numerical[atom, axis] = slope
    error_total = max(error_total, abs(slope - gradient[atom, axis]))
    error_pulay = max(error_pulay, abs(response - terms["pulay"][atom, axis]))
    error_parts = np.maximum(error_parts, np.abs(frozen_slope - expected))
assert error_total < 1e-6, error_total
assert error_pulay < 1e-6, error_pulay
assert error_parts.max() < 1e-6, error_parts

# Another exchange fraction
other = 0.5
parts_b, P_b, _, W_b = solve(reference, other, P0)
terms_b, _ = analytic_gradient(reference, other, P_b, W_b)
analytic_b = sum(terms_b.values())[1, 0]
numerical_b = sum(c * solve(displaced(coords, 1, 0, k), other, P_b)[0].sum()
                  for k, c in STENCIL.items())
assert abs(analytic_b - numerical_b) < 1e-6

# Grid response shrinks with a finer grid at the same density matrix
fine_system = System(coords, FINE)
response_coarse = np.abs(terms["grid"]).max()
response_fine = np.abs(semilocal_gradient(fine_system, P0, fraction)[1]).max()
assert response_fine < 0.5 * response_coarse

# Separate implementation; the tolerances cover the different quadratures
check = dft.RKS(reference.mol)
check.xc = "PBE0"
check.grids.level = 4
check.conv_tol = 1e-11
check_energy = check.kernel()
check_gradient = check.nuc_grad_method().kernel()
energy_difference = abs(check_energy - parts0.sum())
gradient_difference = np.abs(check_gradient - gradient).max()
assert check.converged
assert energy_difference < 1e-3, energy_difference
assert gradient_difference < 2e-3, gradient_difference

to_ev_angstrom = (constants.physical_constants["Hartree energy in eV"][0]
                  / (constants.physical_constants["Bohr radius"][0] * 1e10))
print(f"Water, PBE0/{BASIS}, exchange fraction a = {fraction}")
print(f"bond O-H1 = {bond_1:.2f} bohr, O-H2 = {bond_2:.2f} bohr")
print(f"angle = {angle_deg:.1f} degrees; H1 on x axis, H2 in xy plane")
print(f"H2 position x, y = {coords[2, 0]:.6f}, {coords[2, 1]:.6f} bohr")
print(f"basis functions = {reference.mol.nao_nr()}")
print(f"grid points = {len(reference.weights)}")
print(f"fine-grid points = {len(fine_system.weights)}")
print("Energy parts (Eh):")
for name, value in zip(["one-electron", "Coulomb", "exact exchange (scaled)",
                        "semilocal xc", "nuclear repulsion"], parts0):
    print(f"  {name:24s} {value:12.6f}")
print(f"  {'total':24s} {parts0.sum():12.6f}")
print("Gradient terms (Eh/bohr):")
print("  term          O x       O y      H1 x      H1 y      H2 x      H2 y")
labels = {"core": "one-el.", "coulomb": "Coulomb", "exchange": "exchange",
          "semilocal": "xc basis", "grid": "xc grid", "nuclei": "nuclei",
          "pulay": "Pulay"}
for key, label in labels.items():
    print(f"  {label:8s}" + "".join(f"{v:10.5f}" for v in terms[key][:, :2].flat))
print(f"  {'total':8s}" + "".join(f"{v:10.5f}" for v in gradient[:, :2].flat))
print("Total gradient, analytic and numerical (Eh/bohr):")
for atom, axis in tested:
    label = ["O", "H1", "H2"][atom] + " " + "xyz"[axis]
    print(f"  {label:5s} {gradient[atom, axis]:13.8f}"
          f" {numerical[atom, axis]:13.8f}")
for label, atom, unit in (("O-H1", 1, unit_1), ("O-H2", 2, unit_2)):
    slope = gradient[atom] @ unit
    print(f"dE/dr along {label} = {slope:.6f} Eh/bohr"
          f" = {slope * to_ev_angstrom:.4f} eV/angstrom")
print(f"difference step = {STEP} bohr")
print(f"largest error, total gradient = {error_total:.1e} Eh/bohr")
print(f"largest error, Pulay identity = {error_pulay:.1e} Eh/bohr")
print(f"largest error, exchange term = {error_parts[2]:.1e} Eh/bohr")
print(f"largest error, any frozen-P term = {error_parts.max():.1e} Eh/bohr")
print(f"largest sum of gradients over atoms = {force_sum:.1e} Eh/bohr")
print(f"largest four-centre integral sum = {integral_sum:.1e} Eh/bohr")
print(f"a = {other}: H1 x analytic = {analytic_b:.8f} Eh/bohr")
print(f"a = {other}: H1 x numerical = {numerical_b:.8f} Eh/bohr")
print(f"largest grid response = {response_coarse:.2e} Eh/bohr")
print(f"largest grid response, fine grid = {response_fine:.2e} Eh/bohr")
print(f"energy difference to separate code = {energy_difference:.1e} Eh")
print(f"gradient difference to it = {gradient_difference:.1e} Eh/bohr")
print("verified")
```

Printed output:

```
Water, PBE0/6-31g*, exchange fraction a = 0.25
bond O-H1 = 1.90 bohr, O-H2 = 1.75 bohr
angle = 100.0 degrees; H1 on x axis, H2 in xy plane
H2 position x, y = -0.303884, 1.723414 bohr
basis functions = 18
grid points = 28512
fine-grid points = 97200
Energy parts (Eh):
  one-electron              -122.995855
  Coulomb                     46.805403
  exact exchange (scaled)     -2.237958
  semilocal xc                -7.031443
  nuclear repulsion            9.139388
  total                      -76.320466
Gradient terms (Eh/bohr):
  term          O x       O y      H1 x      H1 y      H2 x      H2 y
  one-el.   -3.85850  -5.16468   4.83977  -0.07215  -0.98126   5.23683
  Coulomb    2.09831   2.69122  -2.56794   0.01419   0.46963  -2.70541
  exchange  -0.07310  -0.09604   0.08921   0.00029  -0.01611   0.09575
  xc basis  -0.15809  -0.20979   0.19519  -0.00092  -0.03686   0.21071
  xc grid   -0.00023   0.00008  -0.00003  -0.00002   0.00002  -0.00006
  nuclei     1.76245   2.57256  -2.31671   0.07870   0.55425  -2.65126
  Pulay      0.18001   0.24584  -0.20560  -0.01358   0.02559  -0.23226
  total     -0.04915   0.03920   0.03389   0.00651   0.01526  -0.04570
Total gradient, analytic and numerical (Eh/bohr):
  O x     -0.04914629   -0.04914629
  O y      0.03919716    0.03919715
  H1 x     0.03389016    0.03389016
  H2 y    -0.04570223   -0.04570223
dE/dr along O-H1 = 0.033890 Eh/bohr = 1.7427 eV/angstrom
dE/dr along O-H2 = -0.047657 Eh/bohr = -2.4506 eV/angstrom
difference step = 0.005 bohr
largest error, total gradient = 7.2e-10 Eh/bohr
largest error, Pulay identity = 3.3e-10 Eh/bohr
largest error, exchange term = 2.1e-11 Eh/bohr
largest error, any frozen-P term = 5.5e-10 Eh/bohr
largest sum of gradients over atoms = 1.7e-14 Eh/bohr
largest four-centre integral sum = 3.6e-15 Eh/bohr
a = 0.5: H1 x analytic = 0.04423196 Eh/bohr
a = 0.5: H1 x numerical = 0.04423196 Eh/bohr
largest grid response = 2.27e-04 Eh/bohr
largest grid response, fine grid = 1.12e-05 Eh/bohr
energy difference to separate code = 6.1e-07 Eh
gradient difference to it = 8.1e-05 Eh/bohr
verified
```
